The Barkas Energy Transfer to a Harmonically Bound Electron in Distant Collisions

**1. Model and scaled variables**

Hartree atomic units are used: the electron has mass 1 and charge −1. It is bound isotropically, with angular frequency w, to a centre at the origin, and is at rest there before the collision. A bare point charge Z₁ moves along x at constant velocity v and passes at impact parameter b along z, so its position is (vt, 0, b). With r the electron's displacement, Newton's equation is

r̈ + w²r = Z₁ (R_p − r)/|R_p − r|³, R_p = (vt, 0, b). (1)

The force points towards the projectile for Z₁ > 0. Put r = bρ and t = bτ/v. Then r̈ = (v²/b)ρ″, where a prime on ρ means d/dτ. Multiplying (1) by b/v² gives

ρ″ + ξ²ρ = κ (R − ρ)/|R − ρ|³, R = (τ, 0, 1), (2)

ξ = wb/v, κ = Z₁/(bv²). (3)

ξ compares the collision time b/v with the oscillator's response time 1/w, and κ measures the strength of the collision. The oscillator energy is v²(ρ′² + ξ²ρ²)/2. The expansion below is in powers of κ at fixed ξ.

**2. Expansion of the projectile field**

Write R = |R| = (1 + τ²)^(1/2) where a scalar is meant. From |R − ρ|² = R²(1 + ε), ε = (−2R·ρ + ρ²)/R², and (1 + ε)^(−1/2) = 1 − ε/2 + 3ε²/8 − …, the terms through second order in ρ are

1/|R − ρ| = 1/R + R·ρ/R³ + [3(R·ρ)² − R²ρ²]/(2R⁵) + … (4)

The force is κ times the gradient of (4) with respect to ρ:

force = κ[f + Mρ + O(ρ²)], f = R/R³, M_ij = (3R_iR_j − δ_ijR²)/R⁵. (5)

The potential is thus kept to second order in the displacement, and the field to first order. In the plane of motion,

M_xx = (2τ² − 1)/R⁵, M_xz = 3τ/R⁵, M_zz = (2 − τ²)/R⁵. (6)

Insert ρ = κρ₁ + κ²ρ₂ + … into (2) and (5):

ρ₁″ + ξ²ρ₁ = f, ρ₂″ + ξ²ρ₂ = Mρ₁. (7)

The quadratic part of the field is of order κ·ρ² ~ κ³. It changes ρ first at order κ³ and, multiplied by the first-order motion, changes the energy first at κ⁴. It is not needed for the Z₁³ term. As a test, (2) was integrated at ξ = 1 with the full force and with the linearized force. When |κ| was doubled from 0.01 to 0.02, the part of the difference in energy transfer that is even in the charge grew by a factor 16.04; a κ⁴ law gives 16. The even part cannot contain a κ³ term, so the odd part is the one that matters: it grew by a factor 32.0, as for κ⁵, where a κ³ term would give 8.

**3. Energy transfer through third order**

Let F be the total force on the right of (2). Then

d/dτ[(ρ′ − iξρ)e^{iξτ}] = (ρ″ + ξ²ρ)e^{iξτ} = F e^{iξτ}, (8)

because the two terms in iξρ′ cancel. Since ρ is real, the final value of |ρ′ − iξρ|² is ρ′² + ξ²ρ², so the energy transfer is

ΔE = (v²/2)|A|², A = ∫F e^{iξτ}dτ = κa₁ + κ²a₂ + …, (9)

a₁ = ∫f e^{iξτ}dτ, a₂ = ∫Mρ₁ e^{iξτ}dτ. (10)

Integrals without limits run from −∞ to ∞. Expanding the square,

ΔE = v²[κ²|a₁|²/2 + κ³ Re(a₁*·a₂) + O(κ⁴)]. (11)

For a₁ use K₀(ξ) = ∫₀^∞ cos(ξτ)/R dτ. The x component of f is odd, so only the sine survives. Integration by parts gives

a₁ₓ = i∫τ sin(ξτ)/R³ dτ = iξ∫cos(ξτ)/R dτ = 2iξK₀. (12)

For the z component let J(ξ) = ∫₀^∞ cos(ξτ)/R³ dτ. By (12), J′ = −∫₀^∞ τ sin(ξτ)/R³ dτ = −ξK₀. The function ξK₁ has the same derivative, and both vanish as ξ → ∞, so J = ξK₁. Hence

a₁ = 2ξ(iK₀, 0, K₁), (13)

ΔE₂ = v²κ²D(ξ), D = 2ξ²(K₀² + K₁²). (14)

This is the dipole term, proportional to Z₁². For the cubic term, M and ρ₁ are real, so the real part acts only on a₁*e^{iξτ}. Its x component is −2iξK₀(cos ξτ + i sin ξτ), with real part 2ξK₀ sin ξτ. Therefore

ΔE₃ = v²κ³G(ξ) = Z₁³G(ξ)/(v⁴b³), (15)

G = 2ξ∫W·Mρ₁ dτ, W = (K₀ sin ξτ, 0, K₁ cos ξτ). (16)

**4. Reduction by time symmetry**

The causal solution of (7) is ρ₁(τ) = ∫_{−∞}^τ f(τ′) sin[ξ(τ − τ′)]/ξ dτ′. Split it as ρ₁ = q + h, with

q = (1/2ξ)∫f(τ′) sin(ξ|τ − τ′|)dτ′, (17)

h = (1/2ξ)∫f(τ′) sin[ξ(τ − τ′)]dτ′ = (−K₀ cos ξτ, 0, K₁ sin ξτ). (18)

For τ′ < τ the two integrands add up to the causal one; for τ′ > τ they cancel. The last form of (18) is Im(a₁*e^{iξτ})/(2ξ).

In τ, fₓ is odd and f_z even, and q and W inherit these parities, while h has the opposite ones. M_xx and M_zz are even and M_xz is odd. Thus W·Mq is even and W·Mh is odd. The free oscillation h drops out:

G(ξ) = 4ξ∫₀^∞ W·Mq dτ. (19)

To evaluate q, solve q″ + ξ²q = f outward from τ = 0. Parity gives qₓ(0) = 0 and q_z′(0) = 0. The other two values follow from (17):

qₓ′(0) = −c(ξ), c(ξ) = ∫₀^∞ τ cos(ξτ)/R³ dτ, (20)

q_z(0) = (1/ξ)∫₀^∞ sin(ξτ)/R³ dτ = (1/ξ)∫₀^ξ c(η)dη. (21)

The last step holds because the sine integral vanishes at ξ = 0 and has derivative c. Integrating (20) by parts gives c = 1 − ξs with s = ∫₀^∞ sin(ξτ)/R dτ. Here s is the imaginary part of ∫₀^∞ e^{iξτ}/R dτ. Turning the path to τ = iu makes the part u > 1 real, so only 0 < u < 1 contributes to s:

s(ξ) = ∫₀¹ e^{−ξu}(1 − u²)^{−1/2}du, s → π/2 as ξ → 0⁺. (22)

Equations (19) to (22) determine G by ordinary integrals. As an independent test, the full equation (2) was integrated for κ = ±0.005, and half the difference of the two transfers was divided by v²κ³. This gave 2.3916, 1.7966 and 0.1056 at ξ = 0.3, 1.0 and 2.5; formula (19) gives 2.3917, 1.7965 and 0.1056.

**5. Weak binding and the free electron**

Let ξ → 0. Then ξK₁ → 1, and the K₀ part of (19) is of order ξ² up to logarithms, because sin ξτ ≤ ξτ and the remaining integral converges. What is left, to first order in ξ, is

G ≈ 4∫₀^∞ cos(ξτ)(M_xz qₓ + M_zz q_z)dτ. (23)

At fixed τ, two integrations of q″ = f with c ≈ 1 − πξ/2 give

qₓ ≈ −arsinh τ + (πξ/2)τ, q_z ≈ R − πξ/4. (24)

At ξ = 0 the two parts of (23) are

∫₀^∞ M_xz qₓ dτ = −∫₀^∞ 3τ arsinh τ/R⁵ dτ = −∫₀^∞ dτ/R⁴ = −π/4, (25)

∫₀^∞ M_zz q_z dτ = ∫₀^∞ (2 − τ²)/R⁴ dτ = 2(π/4) − π/4 = π/4. (26)

They cancel, so G(0) = 0. The displacement towards the projectile's track raises the energy transfer, but the displacement along the track lowers it equally. This agrees with Rutherford scattering. In the projectile's frame a free electron keeps its speed and turns through θ with tan(θ/2) = κ, so in the laboratory it gains

2v² sin²(θ/2) = 2v²κ²/(1 + κ²), (27)

which is even in Z₁. An attractive pull alone therefore gives no Barkas term; binding must upset the cancellation.

Three contributions to the integral in (23) are linear in ξ. The linear term of qₓ gives (πξ/2)∫₀^∞ 3τ²/R⁵ dτ = πξ/2. The constant in q_z gives −(πξ/4)∫₀^∞ M_zz dτ = −πξ/4. The third comes from τ ~ 1/ξ, where (24) fails. There M_zz ≈ −1/τ³, and the electron responds to a sudden impulse ∫f_z dτ = 2, so (17) gives q_z ≈ sin(ξτ)/ξ instead of τ. With y = ξτ, the correction is

ξ∫₀^∞ (y − sin y cos y)/y³ dy = 2ξ∫₀^∞ (u − sin u)/u³ du = πξ/2, (28)

where u = 2y, and two integrations by parts reduce the last integral to (1/2)∫₀^∞ sin u/u du = π/4. The sum is 3πξ/4, and the factor 4 in (23) gives

G → 3πξ, ΔE₃/ΔE₂ → 3πZ₁w/(2v³) (ξ → 0, κ ≪ 1), (29)

since D → 2 and κξ = Z₁w/v³. The computed G/(3πξ) is 1.0031 at ξ = 0.01 and 1.0000 at ξ = 0.0001.

At general ξ the ratio is

ΔE₃/ΔE₂ = κG/D = (Z₁w/v³) G/(ξD). (30)

From the tabulated values, G/(ξD) is 4.7, 3.9, 1.7, 0.56 and 0.15 at ξ = 0.1, 0.3, 1, 2 and 4. For given v and w the relative Barkas term thus falls over this range as b grows. For ξ ≫ 1 the large-argument form of the Bessel functions gives D ≈ 2πξe^{−2ξ}: the field varies slowly and the electron follows it with little energy left behind. At ξ = 4, D is 0.0090 and G is 0.0053. On the computed grid from ξ = 0.2 to 8, G is positive, so there a positive charge loses more energy than its negative counterpart.

**6. Stopping by distant electrons**

For n independent electrons per volume, the energy loss per path length from b > b₀ is S = n∫2πb ΔE db. With ξ₀ = wb₀/v, the dipole part is

S₂ = (4πnZ₁²/v²)∫_{ξ₀}^∞ ξ(K₀² + K₁²)dξ = (4πnZ₁²/v²) ξ₀K₀(ξ₀)K₁(ξ₀). (31)

The integral follows from K₀′ = −K₁ and K₁′ = −K₀ − K₁/ξ, which give (ξK₀K₁)′ = −ξ(K₀² + K₁²). For the cubic part, (15) and db/b² = (w/v)dξ/ξ² give

S₃ = (2πnZ₁³w/v⁵)∫_{ξ₀}^∞ G(ξ)/ξ² dξ. (32)

By (29) the integral grows as 3π ln(1/ξ₀) for small ξ₀. The distant contribution therefore depends on where distant collisions are taken to begin.

**7. A proton among silicon-like valence electrons**

Take a 400 keV proton, v = 4.001, and n = 200 nm⁻³. The resonance is placed at the plasma frequency of this density, w = (4πn)^(1/2) = 0.6103, or 16.6 eV. The adiabatic radius v/w is 0.347 nm.

For b = 0.3 nm, ξ = 0.3/0.347 = 0.865, κ = 0.01102 and G = 2.157. Equation (15) gives

ΔE₃ = 16.01 × 1.338×10⁻⁶ × 2.157 = 4.62×10⁻⁵ hartree = 1.26 meV. (33)

The dipole transfer is 66.9 meV, so the Barkas term adds 1.9 %. The weak-binding ratio (29) would give 4.5 %; it is too large because ξ is not small. Reversing the charge at the same speed reverses the 1.26 meV. These are means over many passes: 67 meV is 0.4 % of one quantum of 16.6 eV, so a quantum oscillator is seldom excited.

For b₀ = 0.2 nm, ξ₀ = 0.576 and the integral in (32) is 2.325. Since 4πn = w², the prefactor is w³/(2v⁵) = 1.11×10⁻⁴, and

S₃ = 1.11×10⁻⁴ × 2.325 = 2.58×10⁻⁴ hartree/bohr = 0.13 eV/nm. (34)

The distant dipole stopping is 7.7 eV/nm, and the ratio is 1.7 %. Integrating (2) at the actual charge changes either part by about 0.03 % of itself, so higher powers of Z₁ are unimportant here.

**8. What limits the result**

For a force linear in r, the mean quantum displacement obeys the classical equation. The mean energy does not, because the field gradient also acts on the zero-point spread. The coupling −(Z₁/2b³) r·Mr, with r_i = (a_i + a_i†)/(2w)^(1/2), creates pairs of quanta. To first order the pair state is (i/4w)Σ S_ij a_i†a_j†|0⟩, where S_ij = (Z₁/b²v)∫M_ij e^{2iξτ}dτ. Its norm is Σ|S_ij|²/(8w²), and each pair has energy 2w, so the added energy is

ΔE_zp = Σ_ij|S_ij|²/(4w), (35)

with M_yy = −1/R³ included. At b = 0.3 nm this is 7.06 % of the dipole transfer. Averaging classical paths over the ground-state phase-space distribution, to leading order in its width, gives the same: 7.06 % from the linearized equation, and 7.08 % from finite differences on the full equation. The same average raises the Barkas transfer by about 20 %. These are leading-order values. Solving the time-dependent Schrödinger equation with the full Coulomb potential at this b raises the dipole transfer by 8.1 % and the Barkas transfer by 26 %. The expansion parameter 1/(wb²) is larger at smaller b: at b = 0.2 nm the leading-order corrections are 15 % and 38 %, and for b₀ = 0.2 nm they raise S₂ by 7 % and S₃ by 23 %.

The result also depends strongly on the cutoff. With everything else fixed, S₃ is 0.22 eV/nm for b₀ = 0.15 nm and 0.05 eV/nm for b₀ = 0.30 nm. Collisions with b < b₀ are left out of S₃. Classically κ is still small for most of them, but the expansion of the field in the displacement fails well before b reaches the zero-point spread of the oscillator, (2w)^(−1/2) = 0.05 nm along each axis. In first-order quantum perturbation theory with the full Coulomb potential, the Z₁² transfer exceeds the dipole value by 22 % at b = 0.2 nm, by about 50 % at 0.15 nm and by about 100 % at 0.1 nm. Values of S₃ for cutoffs of 0.15 nm or less therefore lie outside the range of the expansion. Using the free-electron transfer 2Z₁²/(v²b²) from b = 1/v to b₀ gives a logarithmic estimate of 32.5 eV/nm for the Z₁² stopping of the collisions with b < b₀. The value depends on the lower limit: the Bethe total for this resonance, (w²/v²) ln(2v²/w) = 47 eV/nm, less the distant 7.7 eV/nm leaves about 40 eV/nm. Either figure is well above the distant part. The 1.7 % is therefore not the Barkas correction to the total stopping.

Silicon has four valence electrons per atom, a density of roughly 200 nm⁻³ and a plasma energy near 17 eV, and protons of some hundred keV are within the range used for implantation. Its valence electrons have a spread of excitation energies, not one resonance. The plasma frequency is a collective frequency, not that of a binding force, so the spread of 0.05 nm belongs to the model. A localized Si–Si bond orbital (Hartree–Fock, disilane) has a spread of about 0.06 nm across the bond and 0.08 nm along it, with a shift of up to 0.01 nm between two small basis sets, so it is wider relative to b₀ than the model electron. Moving w by −20 % or +20 %, at fixed n and b₀, changes S₃ to 0.16 or 0.11 eV/nm. The eight electrons of the next shell, with a rough binding energy of 100 eV, add only 3×10⁻⁴ eV/nm from b > 0.2 nm, but this reflects the cutoff: their zero-point spread is 0.02 nm, and with the cutoff at the same multiple of the spread as for the valence electrons they give about 0.1 eV/nm. Both figures put w at the edge energy, where absorption only begins. The mean excitation energy of the shell lies higher, and the second figure falls to 0.06 eV/nm for 150 eV and to 0.02 eV/nm for 260 eV. Relativistic effects are small, (v/c)² being 8.5×10⁻⁴. In the solid, other electrons also screen the second-order response, and an electron 0.3 nm from the track has other atoms at similar distances. The model of independent oscillators leaves this out, and its size has not been estimated. The value of about 0.1 eV/nm is thus only an order of magnitude for the part of the Barkas term that comes from valence electrons beyond 0.2 nm. It is set by the choice of cutoff (the same formula gives 0.39 eV/nm for b₀ = 0.1 nm, where the expansion no longer holds) and is not an estimate of the Barkas term in the stopping of silicon.

Computed results

```
TESTS
xi=0.3: G from motion 2.3916, from formula 2.3917
xi=1.0: G from motion 1.7966, from formula 1.7965
xi=2.5: G from motion 0.1056, from formula 0.1056
field^2 term, ratio on doubling Z: 16.04 (Z^4: 16)
free electron, odd part / kappa^3: 4.0e-04
G/(3 pi xi) at xi=0.01: 1.0031
G/(3 pi xi) at xi=0.0001: 1.0000
FUNCTION: xi, dipole 2xi^2(K0^2+K1^2), G, G/dipole
  0.1  2.05978  0.96055  0.466
  0.3  2.02009  2.39168  1.184
  1.0  1.07911  1.79655  1.665
  2.0  0.26027  0.28932  1.112
  4.0  0.00897  0.00525  0.585
smallest G on grid xi=0.2 to 8: 2.07e-06
EXAMPLE
proton energy: 400 keV
speed v: 4.001 a.u.
valence electron density: 200 per nm^3
resonance energy: 16.61 eV
resonance frequency w: 0.6103 a.u.
adiabatic radius v/w: 0.347 nm
impact parameter b: 0.3 nm
xi: 0.8646
kappa: 0.01102
G(xi): 2.1570
dipole transfer: 66.933 meV
Barkas transfer: 1.2566 meV
Barkas/dipole, one pass: 1.877 %
small-xi ratio 3 pi Z w/(2 v^3): 4.489 %
cutoff b0: 0.2 nm, xi0: 0.5764
integral of G/xi^2 above xi0: 2.3248
distant dipole stopping: 7.671 eV/nm
distant Barkas stopping: 0.1324 eV/nm
Barkas/dipole, stopping: 1.726 %
NEGLECTED EFFECTS
higher odd orders in Z, stopping: 0.025 %
higher even orders in Z, stopping: 0.025 %
zero-point change of dipole term: 7.08 %
two-quantum formula for it: 7.06 %
zero-point change of Barkas term: 18.8 %
Barkas stopping, b0=0.15 nm: 0.2245 eV/nm
Barkas stopping, b0=0.30 nm: 0.0487 eV/nm
Barkas stopping, resonance x 0.8: 0.1613 eV/nm
Barkas stopping, resonance x 1.2: 0.1058 eV/nm
close collisions, Z^2 log estimate: 32.5 eV/nm
inner shell (8 per atom, 100 eV), Barkas: 3.4e-04 eV/nm
relativity (v/c)^2: 8.5e-04
```
